# Reduced s-wave Coulomb Green's function for the hydrogen ground state, part 2

Second-order perturbation theory for the hydrogen ground state needs a sum over all excited states. In atomic units, with a fixed point nucleus of charge $Z$, s states are $\psi=u(r)/(\sqrt{4\pi}\,r)$, with $hu=Eu$ and

$$h=-\tfrac12\frac{d^2}{dr^2}-\frac{Z}{r},\qquad u(0)=0 .$$

The real normalized eigenfunctions are $u_n$, with energies $E_n$; $E_1=-Z^2/2$, $u_1=2Z^{3/2}\,r\,e^{-Zr}$. The kernel of $(h-E)^{-1}$ is $g$ ($g_l$ for partial wave $l$). The reduced kernel $\bar g$ omits $n=1$ and is defined by

$$(h-E_1)\bar g=\delta(r-r')-u_1(r)u_1(r'),\qquad \int_0^\infty u_1(r)\,\bar g(r,r')\,dr=0 .$$

It was obtained from the derivative formula

$$\bar g(r,r')=\frac{\partial}{\partial E}\Big[(E-E_1)\,g(r,r';E)\Big]_{E=E_1}.$$

Here $E=-k^2/2$, $\nu=Z/k$, $a=1-\nu$, $y=2kr$, and $g$ is built from the regular solution $ye^{-y/2}M(a,2,y)$ and the decaying one $ye^{-y/2}U(a,2,y)$. With $x=2Zr$, $x'=2Zr'$, smaller and larger values $x_<$, $x_>$, and $\gamma=-\Gamma'(1)$,

$$\bar g(r,r')=\frac{u_1(r)u_1(r')}{Z^2}\,B,$$

$$B=\frac72-2\gamma-\frac{x+x'}2-\ln x-\ln x'+\mathrm{Ei}(x_<)+\frac{1-e^{x_<}}{x_<}+\frac1{x_>} .$$

$B$ is the sum of four slopes in $a$:

$$B=\Big(\frac12-\gamma\Big)+\Big(2-\frac{x+x'}2\Big)+S(x_<)+T(x_>),$$

$$S(x)=\mathrm{Ei}(x)-\ln x-\gamma+1-\frac{e^x-1}{x},\qquad T(x)=\frac1x-\ln x ,$$

with $S'=T'+e^x/x^2$. The second slope is the moving-argument term: $y$ changes with $E$ at fixed $r$.

For any $f$,

$$(h-E_1)(u_1f)=-\frac{2Z^2}{x}\,u_1\,Lf,\qquad Lf=xf''+(2-x)f' ,$$

with $LS=LT=1$ and $L(-x/2)=x/2-1$. This confirmed the differential equation; the slope jump and boundary conditions were also checked. An accompanying program tests the results. The questioner now objects that none of these checks sees the constant $\tfrac72-2\gamma$: any number could stand there.

**A.** Correct. Two kernels with the same equation, jump and boundary conditions differ by a homogeneous solution vanishing at the origin, $c(r')u_1(r)$, and symmetry reduces this to $c\,u_1(r)u_1(r')$, a constant added to $B$. Orthogonality to $u_1$ fixes it. Since $u_1^2\,dr=\rho(x)\,dx$ with $\rho=\tfrac12x^2e^{-x}$, the condition is $J(x')=\int_0^\infty\rho(x)B(x,x')\,dx=0$.

First, $J$ does not depend on $x'$. As $B$ is continuous, the moving break point contributes nothing, and

$$J'(x')=-\frac12+T'(x')\int_0^{x'}\!\rho\,dx+S'(x')\int_{x'}^\infty\!\rho\,dx=-\frac12+T'(x')+\frac{e^{x'}}{x'^2}\int_{x'}^\infty\!\rho\,dx ,$$

using $S'=T'+e^x/x^2$ and $\int_0^\infty\rho\,dx=1$. Two integrations by parts give $\int_{x'}^\infty\rho\,dx=e^{-x'}(1+x'+x'^2/2)$, so the last term is $1/x'^2+1/x'+\tfrac12$, and $J'=0$.

Second, let $x'\to0$. The region $x<x'$ contributes of order $x'^3\cdot x'^{-1}\to0$. For $x>x'$, $S(x')\to0$ and $B$ tends to

$$B_0(x)=\frac52-\gamma-\frac x2+\frac1x-\ln x .$$

The averages over $\rho$ are $\langle x\rangle=3!/2=3$, $\langle1/x\rangle=1!/2=\tfrac12$ and $\langle\ln x\rangle=\Gamma'(3)/\Gamma(3)$. From $\Gamma(3+\epsilon)=(2+\epsilon)(1+\epsilon)\Gamma(1+\epsilon)$ the last is $\tfrac12+1-\gamma$. Therefore $J=\tfrac52-\gamma-\tfrac32+\tfrac12-\tfrac32+\gamma=0$. The constant produced by the energy derivative is the one orthogonality demands. The program tests the same integral by quadrature.

**Q.** I still suspect the moving-argument term is a detail. What happens if it is left out?

**A.** Both defining properties fail. Without $-x/2$ one has $LB=1$, so the source becomes $-(2/x)\,u_1u_1=-u_1u_1/(Zr)$ in place of $-u_1u_1$. The overlap with $u_1$ becomes

$$-\frac{u_1(r')}{Z^2}\Big\langle2-\frac{x+x'}2\Big\rangle=\frac{u_1(r')}{Z^2}\,\frac{x'-1}{2},$$

which for $r'>0$ vanishes only at the point $x'=1$. For $Z=1$, $r'=2$ bohr it is $4e^{-2}\times\tfrac32=6e^{-2}$; the quadrature in the program gives $0.81201$ in atomic units.

**Q.** What do the separate terms mean? Logarithms at the nucleus and a growing $\mathrm{Ei}$ both look dangerous.

**A.** The logarithm of $x_<$ is cancelled by the one inside $\mathrm{Ei}(x_<)$; together with their companions they form $S$, an entire function. The logarithm of $x_>$ is real. The decaying solution has the tail $y^\nu e^{-kr}$, and the energy derivative acts on both factors: on the power it gives $\ln x_>$, on the exponential a term linear in $x_>$.

When both points approach the nucleus, up to relative corrections of order $x_>|\ln x_>|$, which die slowly, $B\approx1/x_>$ and $\bar g\approx x_</Z=2r_<$, the kernel of $-\tfrac12d^2/dr^2$ with $u(0)=0$. In three dimensions this is $1/(2\pi r_>)$, the angular average of the free short-distance singularity $1/(2\pi|\mathbf r-\mathbf r'|)$.

When both points are far out, $S'\approx e^x/x^2$, and since $(e^x/x^2)'=e^x/x^2\,(1-2/x)$, also $S\approx e^x/x^2$ to leading order in $1/x$. This dominates $B$ as long as $x_>\ll e^{x_<}/x_<^2$; at fixed $x_<$ and still larger $x_>$ the term $-x_>/2$ takes over and $B$ turns negative. Within that range

$$\bar g\approx\frac1Z\,\frac{x_>}{x_<}\,e^{-Z|r-r'|}.$$

Apart from the Coulomb power factor this is $e^{-k|r-r'|}/k$ with $k=Z$, the free kernel at energy $E_1$. The growth of $S$, which is what remains of $\mathrm{Ei}$ after its leading term $e^x/x$ cancels against $-e^x/x$, compensates the decay of $u_1u_1$; in that range the terms tied to the removal of $u_1$ are negligible. The kernel is positive in both of these limits. For every $r'$ it is not identically zero in $r$, because its slope jumps at $r'$, and it is orthogonal to the positive function $u_1$, so it must be negative over some range of $r$. As an operator it remains non-negative, because every $E_n-E_1$ in the sum is positive.

**Q.** Show me one value, term by term.

**A.** Take $Z=1$, $r=0.5$ bohr, $r'=2$ bohr, so $x=x_<=1$, $x'=x_>=4$. With $\tfrac72-2\gamma=2.3455687$, $\ln x=0$, $\ln x'=1.3862944$, $\mathrm{Ei}(1)=1.8951178$ and $(1-e)/1=-1.7182818$,

$$B=2.3455687-2.5-0-1.3862944+1.8951178-1.7182818+0.25=-1.1138897 .$$

Grouped by origin, the four slopes are $-0.0772157$, $-0.5$, $S(1)=0.5996203$ and $T(4)=-1.1362944$, with the same sum to rounding. Then $u_1u_1=4e^{-5/2}=0.32833999$ bohr$^{-1}$ and

$$\bar g=0.32833999\times(-1.1138897)=-0.3657345\ \text{hartree}^{-1}\text{bohr}^{-1}.$$

The numerical energy derivative of the full kernel gives $-0.36573454$. A finite-difference Hamiltonian with step $0.002$ bohr, inverted on the complement of its own ground state and using no special function, gives $-0.36573467$, an absolute difference of about $1\times10^{-7}$. The three-dimensional s part is $\bar g/(4\pi rr')=-0.0291042$ hartree$^{-1}$bohr$^{-3}$. This point lies in the negative region.

**Q.** How is it used, with signs?

**A.** Add $\lambda V(r)$, spherical, to $h$. At first order, $(h-E_1)\,\delta u=-(V-E^{(1)})u_1$ with $E^{(1)}=\int u_1^2V\,dr$ and $\delta u$ orthogonal to $u_1$. The solution is $\delta u(r)=-\int\bar g(r,r')V(r')u_1(r')\,dr'$: applying $h-E_1$ gives $-Vu_1+u_1\int u_1Vu_1$, which is the required source, and orthogonality is inherited from $\bar g$. The second-order energy is $\int u_1V\,\delta u\,dr$:

$$E^{(2)}=-\iint u_1(r)V(r)\,\bar g(r,r')\,V(r')u_1(r')\,dr\,dr'\le0 .$$

Dividing $\delta u$ by $u_1$ and letting $r\to0$ gives the first-order relative change of the amplitude at the nucleus,

$$\frac{\delta\psi(0)}{\psi(0)}=-\frac1{Z^2}\int_0^\infty u_1^2\,V\,B_0(2Zr')\,dr' .$$

For a non-spherical $V$ these formulas cover its $l=0$ component. The components with $l\ge1$ add to $E^{(2)}$ through $g_l(E_1)$, but for a $V$ that is bounded at the nucleus they leave the amplitude there unchanged at first order, because their part of $\delta\psi$ vanishes at $r=0$.

**Q.** Is there a perturbation for which I know the answer beforehand?

**A.** Two. For $V=1/r$ the perturbed problem is hydrogenic with charge $Z-\lambda$. Then $E=-(Z-\lambda)^2/2$ gives $E^{(2)}=-\tfrac12$, and $\psi(0)\propto(Z-\lambda)^{3/2}$ gives $\delta\psi(0)/\psi(0)=-3/(2Z)$. From $B_0$, with $V=2Z/x$, the weight is $\rho V=Zxe^{-x}$, and

$$\int_0^\infty xe^{-x}B_0\,dx=\Big(\frac52-\gamma\Big)-\frac{2}{2}+1-\Gamma'(2)=\frac52-\gamma-(1-\gamma)=\frac32 ,$$

where $\Gamma'(2)=1-\gamma$ follows from $\Gamma(2+\epsilon)=(1+\epsilon)\Gamma(1+\epsilon)$. The result is $-Z^{-2}\cdot Z\cdot\tfrac32=-3/(2Z)$, as required. For $Z=1$ the quadratures over the closed kernel give $E^{(2)}=-0.5$ hartree and $-1.5$.

For $V=r$, $Z=1$, use the Dalgarno–Lewis form $\delta u=fu_1$, for which $-\tfrac12f_{rr}+(1-1/r)f_r=-(r-\langle r\rangle)$. The moments are $\langle r^n\rangle=(n+2)!/2^{n+1}$, that is $\tfrac32$, $3$, $\tfrac{15}2$, $\tfrac{45}2$ for $n=1,\dots,4$. Trying $f=cr^2$ gives $2cr-3c=-r+\tfrac32$, so $c=-\tfrac12$, and orthogonality adds the constant $\langle r^2\rangle/2$: $f=\tfrac32-r^2/2$. Then $f(0)=\tfrac32$ and $E^{(2)}=\langle rf\rangle=\tfrac94-\tfrac{15}4=-\tfrac32$. The closed kernel gives $1.5$ and $-1.5$ hartree. All four values are asserted in the program.

**Q.** Those have polynomial solutions and need no Green's function. Give a case whose first-order solution is not a polynomial.

**A.** Take the model potential $-e^{-\mu r}/r$ with the chosen value $\mu=0.25$ bohr$^{-1}$. Relative to hydrogen ($Z=1$, $E_0=E_1=-0.5$ hartree) the perturbation is $V=(1-e^{-\mu r})/r$ at $\lambda=1$. The first order is elementary:

$$E^{(1)}=4\int_0^\infty r\,(1-e^{-\mu r})\,e^{-2r}dr=1-\frac4{(2+\mu)^2}=0.20987654\ \text{hartree}.$$

The double integral over $\bar g$ gives $E^{(2)}=-7.3233716\times10^{-4}$ hartree, or $-0.0199279$ eV. An independent sum over the pseudo-states of a basis of 30 Laguerre functions gives the same eight digits. The partial sums are

$$E_0+E^{(1)}=-0.29012346,\qquad E_0+E^{(1)}+E^{(2)}=-0.29085579\ \text{hartree}\ (-7.91459\ \text{eV}),$$

and diagonalizing the screened Hamiltonian in the same basis gives $-0.29091959$ hartree ($-7.91633$ eV). The remainder beyond second order is $-6.38\times10^{-5}$ hartree, about 9% of $E^{(2)}$ and 0.02% of the diagonalized energy. The diagonalized value refers to this basis; its convergence with basis size is not separately tested. The contact formula gives $\delta\psi(0)/\psi(0)=-0.0351947$, matched by the pseudo-state sum, while the diagonalized ground state has $\psi(0)$ lower by the fraction $0.0376136$. The first-order value falls short by about 6% of that figure.

**Q.** With $\mu$ small I could expand $V=\mu-\mu^2r/2+\mu^3r^2/6-\dots$ and use your result for $V=r$. That gives $-3\mu^4/8$, about $-0.0015$ hartree, twice your number. Which is wrong?

**A.** Neither, but the expansion in $\mu$ is cut too early. The constant $\mu$ drops out by orthogonality. The leading term is $(\mu^2/2)^2(-\tfrac32)=-3\mu^4/8$. The cross term between $r$ and $r^2$ is $2(-\mu^2/2)(\mu^3/6)\langle r^2f\rangle$ with the same $f$, and $\langle r^2f\rangle=\tfrac92-\tfrac{45}4=-\tfrac{27}4$, so it equals $+9\mu^5/8$. Thus $E^{(2)}=-\tfrac38\mu^4(1-3\mu+\dots)$. At $\mu=0.25$ the first correction is three quarters of the leading term, so the leading term alone has no claim to accuracy. The closed kernel sums all powers of $\mu$ within second order in $V$.

**Q.** Could I have summed over the bound $ns$ states and ignored the continuum?

**A.** Not in this example. Summing the bound terms explicitly, and estimating the tail from their $n^{-3}$ decrease (at fixed $r$ the normalized $u_n$ scale as $n^{-3/2}$ for large $n$), gives $-4.776\times10^{-4}$ hartree. That is $0.652$ of $E^{(2)}$, leaving $0.348$ to the continuum. These shares belong to this $V$. The closed form contains both parts, because it came from the exact resolvent.

**Q.** Where does the result stop being valid or useful?

**A.** The kernel is exact for the nonrelativistic point-Coulomb problem. A finite nuclear mass only rescales it: with reduced mass $m$ in electron masses, lengths are measured in bohr$/m$ and energies in $m$ hartree. A finite nuclear size or the Dirac equation changes the radial solutions and the formula does not carry over.

Its use is limited by the $1/x_>$ term. For $V\sim r^{-s}$ near the nucleus, the contact integrand behaves as $r^{2-s-1}$ and converges only for $s<2$. In $E^{(2)}$ the integrand scales as $r\,r'\,r_<\,(rr')^{-s}$, of total degree $3-2s$ in two dimensions, and converges only for $s<\tfrac52$. For a delta-function potential $E^{(2)}$ is proportional to $\bar g/(4\pi rr')$ with both points at the origin, which diverges as $1/(2\pi r_>)$; one point at the origin is allowed and gives $B_0$.

For a level with $n\ge2$ the derivative formula still holds in each partial wave, but poles then occur for all $l\le n-1$, and for $l<n-1$ the functions $M$ and $U$ at the pole are non-constant polynomials whose moving argument contributes at first order; for $l=n-1$ they are constants, as here. In numerical work, the closed expression for $S$ loses relative accuracy at small argument, because terms much larger than $S$ itself cancel; the power series avoids that cancellation.

The program that carries out these tests, with its output, follows.

## Computed results

```
Euler gamma = 0.57721566
prefactor slope 1/2-gamma = -0.077215665
5/2-gamma = 1.9227843
7/2-2gamma = 2.3455687
Z = 1
r = 0.5 bohr
r' = 2 bohr
x = 1
x' = 4
Ei(xl) = 1.8951178
(1-exp xl)/xl = -1.7182818
ln x' = 1.3862944
S(xl) = 0.59962032
T(xg) = -1.1362944
2-(x+x')/2 = -0.5
B = -1.1138897
u1(r)u1(r') = 0.32833999 1/bohr
gbar closed = -0.36573454 1/(hartree bohr)
gbar d/dE of full g = -0.36573454 1/(hartree bohr)
gbar grid h=0.002 = -0.36573467 1/(hartree bohr)
3D s part gbar/(4 pi r r') = -0.02910423 1/(hartree bohr^3)
1s overlap, frozen argument, r'=2 = 0.8120117 1/(hartree bohr^0.5)
V=1/r, Z=1: E2 = -0.5 hartree
V=1/r, Z=1: dpsi(0)/psi(0) = -1.5
V=r, Z=1: E2 = -1.5 hartree
V=r, Z=1: dpsi(0)/psi(0) = 1.5
screening mu = 0.25 1/bohr
basis size = 30
E0 = -0.5 hartree
E(1) = 0.20987654 hartree
E(2) closed kernel = -0.00073233716 hartree
E(2) basis sum = -0.00073233716 hartree
E(2) closed kernel = -0.019927909 eV
E0+E(1) = -0.29012346 hartree
E0+E(1)+E(2) = -0.29085579 hartree
E diagonalized = -0.29091959 hartree
E0+E(1)+E(2) = -7.9145894 eV
E diagonalized = -7.9163253 eV
remainder beyond 2nd order = -6.3793567e-05 hartree
dpsi(0)/psi(0) closed B0 = -0.035194748
dpsi(0)/psi(0) basis = -0.035194748
psi(0) ratio-1 diagonalized = -0.037613561
E(2) bound ns part = -0.0004776 hartree
bound share of E(2) = 0.6522
continuum share of E(2) = 0.3478
```
